# Nodal cutoffs for Monte Carlo forces: reweighting against polynomial regularization

In a planar one-electron model whose trial function gives a force of $0.157\,\hbar\omega/\ell$, reducing a nodal cutoff from $0.10\,\ell$ to $0.02\,\ell$ raises the standard deviation of one force sample from $10.5$ to $24.2\,\hbar\omega/\ell$ with Pathak-Wagner (PW) regularization. With Attaccalite-Sorella (AS) reweighting it rises from $7.3$ to $17.2\,\hbar\omega/\ell$. Both variances grow roughly as the inverse cutoff, and PW has about twice the variance of AS. The node of the trial function explains the growth, and the shapes of the two cutoff functions explain the factor of two.

## The estimator and its divergence

Let $\psi(\mathbf R;X)$ be real, smooth across its node and normalizable, with $\mathcal N=\int\psi^2 d\mathbf R$ and $\rho=\psi^2/\mathcal N$. Averages $\langle\cdot\rangle$ are over $\rho$. The Hamiltonian is $H=-(\hbar^2/2m)\nabla^2+V(\mathbf R;X)$, with $\nabla$ acting on all electron coordinates. Define $E_L=H\psi/\psi$, $E=\langle E_L\rangle$ and $D=\partial_X\ln|\psi|$. Differentiating $E=\int\psi H\psi/\mathcal N$ and using the Hermiticity of $H$ gives

$$\frac{dE}{dX}=\langle\partial_XV\rangle+\frac{2}{\mathcal N}\int(\partial_X\psi)(H-E)\psi\,d\mathbf R .$$

The last term is $2\langle(E_L-E)D\rangle$. Since $\langle E_L-E\rangle=0$, a constant may be subtracted from $D$, so the force $F=-dE/dX$ is $\langle O\rangle$ with

$$O=-\partial_XV+O_P,\qquad O_P=-2(E_L-E)(D-\langle D\rangle).$$

The second part is the Pulay term. It is present because $\psi$ is not an eigenstate.

Let $u(\mathbf R)$ be a smooth signed coordinate that vanishes on the node and equals the normal distance to first order. Assume $\nabla\psi\ne0$ on the node and no potential singularity there. Then $\psi=\pm|\nabla\psi|u+O(u^2)$, while two other quantities stay finite:

$$\psi E_L\to e=-\frac{\hbar^2}{2m}\nabla^2\psi,\qquad \psi D=\partial_X\psi\to d .$$

Hence $O_P=-2ed/\psi^2+O(1/u)$. The density vanishes as $u^2$, so $\rho O_P$ is finite, but

$$\rho O^2\to\frac{(2ed)^2}{\mathcal N|\nabla\psi|^2}\frac1{u^2}.$$

Near the node $d\mathbf R=dS\,du\,[1+O(u)]$. The second moment per unit $u$ is therefore $K/u^2+h_1/u+h_2+\dots$, with

$$K=\frac1{\mathcal N}\int_{\rm node}dS\,\frac{(2ed)^2}{|\nabla\psi|^2}.$$

Integrating over $|u|>\delta$ gives $2K/\delta$ from the two sides, plus a constant; the odd $h_1$ term cancels. The mean exists, but the variance does not. A value $|O|>A$ requires $|u|\lesssim A^{-1/2}$, which has probability of order $A^{-3/2}$. The largest of $N$ values is then of order $N^{2/3}$ and shifts the mean by about $N^{-1/3}$, so an ordinary $N^{-1/2}$ error bar is meaningless.

The divergence is absent if $ed=0$ all over the node, for instance if the node does not move with $X$.

## Pathak-Wagner: filter the Pulay term

PW keeps samples from $\psi^2$ and replaces $O_P$ by $fO_P$. With $t=|u|/\varepsilon$,

$$f(t)=7t^6-15t^4+9t^2\quad(t<1),\qquad f=1\quad(t\ge1).$$

**Bias.** Let $\mathcal G(u)$ be the integral of $\rho O_P$ over the layer at $u$, per unit $u$. It is smooth at $u=0$ under the stated assumptions. Expanding it, and dropping odd terms because $f$ is even, gives

$$\begin{aligned}
b_{\rm PW}&=\int_{-\varepsilon}^{\varepsilon}\mathcal G(u)(f-1)\,du\\
&=2\varepsilon\,\mathcal G(0)\int_0^1(f-1)dt+\varepsilon^3\mathcal G''(0)\int_0^1t^2(f-1)dt+O(\varepsilon^5).
\end{aligned}$$

The first moment integral is $1-3+3-1=0$. The second is

$$\frac79-\frac{15}7+\frac95-\frac13=\frac{245-675+567-105}{315}=\frac{32}{315}.$$

Thus

$$b_{\rm PW}=B\varepsilon^3+O(\varepsilon^5),\qquad B=\frac{32}{315}\mathcal G''(0).$$

The coefficients $7,-15,9$ are fixed by three conditions on a polynomial in $t^2,t^4,t^6$: $f(1)=1$, $f'(1)=0$ and $\int_0^1f\,dt=1$. Discarding all Pulay contributions with $|u|<\varepsilon$ means $f=0$ there, and leaves the much larger bias $-2\mathcal G(0)\varepsilon$.

**Variance.** Outside the cutoff the second moment is $2K/\varepsilon$ plus a constant and terms of order $\varepsilon$. Inside, the singular part is multiplied by $f^2$:

$$\int_{-\varepsilon}^{\varepsilon}\frac{K}{u^2}f^2du=\frac{2K}{\varepsilon}\int_0^1\frac{f^2}{t^2}dt .$$

Squaring $f/t=7t^5-15t^3+9t$ and integrating gives

$$\frac{49}{11}-\frac{210}{9}+\frac{351}{7}-\frac{270}{5}+\frac{81}{3}=\frac{985}{231}.$$

The cross term with $-\partial_XV$ has a finite density, so its change inside the cutoff is $O(\varepsilon)$. For independent samples, at leading order in $1/N$,

$$N\,{\rm Var}_{\rm PW}=\frac{C_{\rm PW}}{\varepsilon}+V_0+O(\varepsilon),\qquad C_{\rm PW}=2K\,\frac{1216}{231}\approx2K\times5.264 .$$

Here $V_0$ is the constant left in the second moment after removing $2K/\varepsilon$, minus $F^2$. It is not itself a variance and may be negative.

## Attaccalite-Sorella: sample the nodal region

AS samples $\psi_G^2$, where $\psi_G=\psi R_\varepsilon/R$. I take $R=|u|$, the same coordinate as for PW, so that the cutoffs are comparable. Outside, $R_\varepsilon=R$; inside, $R_\varepsilon=\varepsilon t^t$. The derivative of $t^t$ is $t^t(1+\ln t)$, so value and slope match at $t=1$. The weight is

$$w=\frac{\psi^2}{\psi_G^2}=t^{2-2t}\quad(t<1),\qquad w=1\quad(t\ge1).$$

At the node $\psi_G$ tends to a nonzero magnitude, so nodal configurations are visited and then given small weights.

The estimator is $\hat F=\sum_iw_iO_i/\sum_iw_i$. The sampling density is $\rho/(wZ)$ with $Z=\int(\rho/w)d\mathbf R$, so the mean weight is $1/Z$. Write $\hat F-F=\sum_iw_i(O_i-F)/\sum_iw_i$ and replace the denominator by $N/Z$, which is correct at leading order:

$$N\,{\rm Var}_{\rm AS}=Z^2\int\frac{\rho}{wZ}w^2(O-F)^2d\mathbf R=Z\int\rho\,w\,(O-F)^2d\mathbf R .$$

There is no cutoff bias, since the weights restore $\rho$. The ratio has a bias of order $1/N$.

The inner singular integral is now $(2K/\varepsilon)S$, with $S=\int_0^1t^{-2t}dt$. Expanding $e^{-2t\ln t}$ and setting $t=e^{-v}$,

$$S=\sum_{n=0}^{\infty}\frac{2^n}{n!}\int_0^\infty v^ne^{-(n+1)v}dv=\sum_{n=0}^{\infty}\frac{2^n}{(n+1)^{n+1}}\approx1.685 .$$

Because $\rho\sim u^2$, $Z-1=O(\varepsilon^3)$; multiplied by $1/\varepsilon$ this changes the variance by $O(\varepsilon^2)$. The change in the cross term $-2F\int\rho wO$ is $O(\varepsilon)$. The constant is therefore the same $V_0$:

$$N\,{\rm Var}_{\rm AS}=\frac{C_{\rm AS}}{\varepsilon}+V_0+O(\varepsilon),\qquad C_{\rm AS}=2K(1+S)\approx2K\times2.685 .$$

The ratio $C_{\rm PW}/C_{\rm AS}$ is $1.96$, independent of the system within these assumptions. To remove its first-order bias, $f$ must average to one although it starts at zero. It therefore rises quickly, reaching one already at $t^2=1/7$, where $w$ is only about $0.30$, and then exceeds one, reaching about $1.65$ at $t^2=3/7$, which amplifies large samples. The overshoot accounts for part of the ratio: with $f$ clipped at one, the factor $5.264$ would fall to $3.74$, still above $2.685$. AS instead draws more samples near the node and reduces their weights.

## Implementation

```
PW, samples from psi^2:
  for each sample: store EL, D, dV = dV/dX, t = |u|/eps
  Ebar = mean(EL);  Dbar = mean(D)
  F = mean(-dV - 2 f(t) (EL-Ebar)(D-Dbar))

AS, samples from psi_G^2 = psi^2 / w(t):
  use psi_G^2 in every acceptance ratio
  for each sample: store EL, D, dV, w(t)
  Ebar = sum(w EL)/sum(w);  Dbar = sum(w D)/sum(w)
  F = sum(w (-dV - 2 (EL-Ebar)(D-Dbar)))/sum(w)
```

The derivation used the true $E$ and $\langle D\rangle$, while the code uses sample means. For AS, their errors enter only as the product $(\bar E-E)(\bar D-\langle D\rangle)$, of order $1/N$, because both centred quantities have zero mean. For PW, linear errors are multiplied by $\langle f(D-\langle D\rangle)\rangle$ and $\langle f(E_L-E)\rangle$. These are $O(\varepsilon^3)$: near the node $\rho D$ and $\rho E_L$ start as odd functions of $u$, whose integrals cancel. The product $(\bar E-E)(\bar D-\langle D\rangle)$ also appears in PW, and there it is not filtered: one sample at distance $u$ from the node enters both means and shifts $F$ by an amount of order $1/(Nu)^2$. Strictly, the PW estimator as coded therefore still has infinite variance at finite $N$. The closest of $N$ samples has $u\sim N^{-1/3}$, so the typical shift is only of order $N^{-4/3}$, negligible for long runs but visible as outliers in short blocks. Taking $\bar E$ and $\bar D$ from independent sets of samples removes it, because $E_L$ and $D$ each have finite variance.

Both methods need the same local quantities at measured configurations. PW adds a polynomial per measurement, and stored values of $t$ allow several cutoffs from one run. AS needs $u$ at every proposed move, and a new cutoff requires a new run or another reweighting. If $u$ contains a gradient over all electrons, this can matter for single-electron moves. All AS averages, including the energy, need the weights.

For stability near $t=0$, form finite products before multiplying large and small numbers: use $f/t^2=9-15t^2+7t^4$ with $t^2O_P$ in PW, and $w/t^2=t^{-2t}$ with the same product in AS. For correlated samples, obtain errors by blocking the complete estimator, including its means; for PW the blocks must be long enough that the unfiltered product of the means is negligible.

## Choosing the cutoff

For PW the leading mean square error is $C_{\rm PW}/(N\varepsilon)+B^2\varepsilon^6$. Setting its derivative to zero,

$$-\frac{C_{\rm PW}}{N\varepsilon^2}+6B^2\varepsilon^5=0,\qquad \varepsilon_*=\left(\frac{C_{\rm PW}}{6NB^2}\right)^{1/7}.$$

At this point the squared bias is one sixth of the variance term, so the total is $7C_{\rm PW}/(6N\varepsilon_*)$. Since $\varepsilon_*\propto N^{-1/7}$, the root-mean-square (rms) error falls as $N^{-3/7}$. AS can keep $\varepsilon$ fixed and retains $N^{-1/2}$.

PW can also be extrapolated. If $F_\varepsilon=F+B\varepsilon^3+O(\varepsilon^5)$, then $(8F_\varepsilon-F_{2\varepsilon})/7$ has no cubic bias. Its variance must be computed from the combined samples, because the two estimates are correlated.

## A curved, moving node

The example has one electron in a plane, tied by springs to a centre at $(X,0)$ and to the origin:

$$V=\tfrac12k_A[(x-X)^2+y^2]+\tfrac12k_B(x^2+y^2).$$

In oscillator units $\hbar=m=\omega=1$, the unit of length is $\ell=\sqrt{\hbar/m\omega}$, and $k_A=0.6$, $k_B=0.4$, $X=1$. The trial function, a model and not an eigenstate, is

$$\psi=PG,\quad P=x-X-\gamma y^2,\quad G=e^{-\alpha[(x-bX)^2+y^2]/2},$$

with $\alpha=1.2$, $b=0.6$, $\gamma=0.3$. The node coordinate is $u=P/n$, where $n=|\nabla P|=\sqrt{1+4\gamma^2y^2}$.

On the node $P=0$, so $\nabla^2\psi=G(\nabla^2P+2\nabla P\cdot\nabla\ln G)$. Here $\nabla^2P=-2\gamma$, $\nabla P=(1,-2\gamma y)$ and $\nabla\ln G=-\alpha(x-bX,y)$. Inserting $x=X+\gamma y^2$ gives $e=qG$, with

$$q=\gamma+\alpha[(1-b)X-\gamma y^2].$$

Also $d=-G$, $|\nabla\psi|=nG$ and $dS=n\,dy$, so

$$K=\frac1{\mathcal N}\int dy\,\frac{4q^2G^2}{n}=1.128\,(\hbar\omega)^2/\ell .$$

This yields $C_{\rm PW}=11.88$ and $C_{\rm AS}=6.06\,(\hbar\omega)^2/\ell$. Quadrature gives $V_0=-7.26\,(\hbar\omega/\ell)^2$ for both methods. At $\varepsilon=0.02\,\ell$, the PW variance should be $11.876/0.02-7.26=586.5$, and the AS variance $6.058/0.02-7.26=295.6$, in $(\hbar\omega/\ell)^2$. Their roots, $24.2$ and $17.2$, are the opening values.

The force consists of $-0.603$ from $-\partial_XV$ and $+0.760$ from the Pulay term, in $\hbar\omega/\ell$. The sum, $0.157$, agrees with a finite difference of the variational energy. For $\hbar\omega=1$ eV it is $0.057$ eV/Å. This is the force of the trial function, not of an exact state. Completing the square in $V$ shifts every eigenvalue by $\tfrac12k_Ak_BX^2/(k_A+k_B)$, so every eigenstate has the force $-0.24\,\hbar\omega/\ell$. The difference is an error of the trial function, which neither PW nor AS removes.

The bias coefficient is $B=-0.497\,\hbar\omega/\ell^4$. At $\varepsilon=0.1\,\ell$ it predicts $-4.97\times10^{-4}\,\hbar\omega/\ell$; quadrature gives $-4.94\times10^{-4}$. With $|\psi|/|\nabla\psi|$ as the distance, bias$/\varepsilon^3$ at $0.02\,\ell$ is $-0.873\,\hbar\omega/\ell^4$: the coefficient changes, but the cubic law remains. Extrapolating from $0.2$ and $0.4\,\ell$ leaves a bias of $[8(-0.00388)+0.02880]/7\approx-3\times10^{-4}\,\hbar\omega/\ell$, about one twelfth of that at $0.2\,\ell$.

Independent sampling at $\varepsilon=0.3\,\ell$, with $10^6$ points per method, gives $0.140\pm0.006\,\hbar\omega/\ell$ for PW, against an expected $0.157-0.013=0.144$. AS gives $0.161\pm0.004$, against $0.157$. The variances between the 2000 block estimates, multiplied by the block length of 500, agree with quadrature within 3%. This is the expected noise: a variance estimated from 2000 nearly Gaussian values has a relative error of about $\sqrt{2/2000}\approx3\%$. The test tolerance is 20%.

For $N=10^6$, the best PW cutoff is $0.189\,\ell$; the asymptotic law gives $0.187\,\ell$. The rms error is $8.1\times10^{-3}\,\hbar\omega/\ell$. AS at $1.6\,\ell$ gives $2.0\times10^{-3}$, a quarter as much, for equal numbers of independent samples. The AS standard deviation has a minimum of about $1.9\,\hbar\omega/\ell$ near $1.2\,\ell$ and rises again at larger cutoffs, so $1.6\,\ell$, the largest cutoff tabulated, is not the optimum. It also lies outside the small-cutoff regime: there PW has the smaller standard deviation, about $1.3$ against $2.0\,\hbar\omega/\ell$, but its bias of $-0.52\,\hbar\omega/\ell$ is more than three times the force. Correlation times and cost per sample could change the practical comparison. The numerical output below contains the full cutoff table.

## A weaker singularity, and failure modes

The node coefficient can be reduced before any cutoff is applied. Differentiating the local energy gives

$$\partial_XE_L=\partial_XV+\frac{H\partial_X\psi}{\psi}-E_LD .$$

By Hermiticity the last two terms have zero total mean, so $-\partial_XV$ may be replaced by $-\partial_XE_L$. This adds $+ed/\psi^2$ at the node to the Pulay term's $-2ed/\psi^2$. The singular amplitude is halved and $K$ is divided by four; the AS calculation gives a ratio of $0.250$. In PW the filter must then act on the whole singular combination, whose $B$ has to be found anew.

Several conditions limit the results:

- **Node crossings.** Where two nodal sheets cross, $\nabla\psi=0$. If $|\nabla\psi|$ falls linearly with distance $r$ from the crossing while $ed$ tends to a nonzero value, the integrand of $K$ grows as $1/r^2$ and $K$ diverges. The power laws then need a new derivation.
- **False proximity to a node.** In a Gaussian tail $|\psi|/|\nabla\psi|\approx1/(\alpha r)$, which falls below $\varepsilon$ for $r>1/(\alpha\varepsilon)$. The cutoff then acts far from the node. The coordinate $u=P/n$ used here avoids this, because it does not contain the Gaussian factor.
- **Coulomb centres.** A bare nuclear force grows as $1/r^2$. Its squared contribution near a nucleus, $\int r^2r^{-4}dr$, diverges where the electron density is finite. A nodal cutoff does not cure this separate divergence.
- **Large cutoffs.** The PW bias need not follow $B\varepsilon^3$. AS remains free of cutoff bias, but its weights and correlation time must be monitored.

## Numbers as computed

```
Units: energy hw = hbar*omega, length l, force hw/l
X = 1.0 l, kA = 0.6, kB = 0.4 hw/l^2
alpha = 1.2 l^-2, b = 0.6, gamma = 0.3 l^-1
energy E = 1.776699 hw; mean D = 0.290239 l^-1
force: -dV/dX part = -0.602799, Pulay part = 0.759662 hw/l
total force F = 0.156863 hw/l; finite difference = 0.156863 hw/l
for hw = 1 eV: l = 2.7604 angstrom, F = 0.05683 eV/angstrom
PW moment int(f-1) = 4.2e-17; int t^2(f-1) = 0.101587
variance factors: PW 5.264069, AS 2.685290, PW/AS 1.9603
node integral K = 1.128018 hw^2/l
C_PW = 11.87593, C_AS = 6.05811 hw^2/l
common finite part V0: PW -7.2644, AS -7.2645 (hw/l)^2
layer density G(0) = 0.855045 hw/l^2, G''(0) = -4.894786 hw/l^4
PW bias coefficient B = -0.497248 hw/l^4
PW bias/eps^3 at eps=0.02 l: -0.497124 hw/l^4
same with psi/|grad psi| as coordinate: -0.872714 hw/l^4
bias ratio eps 0.04/0.02: 7.9940; psi/|grad psi|: 7.9860
hard-cut bias/eps at eps=0.01 l: -1.70993 hw/l^2
1/eps variance ratio, -dE_L/dX form to -dV/dX form: 0.24999
eps [l] | PW bias | PW sd | AS sd  (hw/l, sd per sample)
 0.02 | -3.977e-06 | 24.2173 | 17.1970
 0.05 | -6.206e-05 | 15.1695 | 10.6838
 0.10 | -4.941e-04 | 10.5460 | 7.3360
 0.20 | -3.880e-03 | 7.1826 | 4.9047
 0.30 | -1.269e-02 | 5.6211 | 3.8077
 0.40 | -2.880e-02 | 4.6441 | 3.1602
 0.80 | -1.721e-01 | 2.6367 | 2.1010
 1.60 | -5.229e-01 | 1.2730 | 1.9962
sampling test: eps = 0.3 l, 2000 blocks of 500
PW sampled force 0.13978 +- 0.00562 hw/l
PW N*variance: sampled 32.452, quadrature 31.597 (hw/l)^2
AS sampled force 0.16095 +- 0.00381 hw/l
AS N*variance: sampled 14.133, quadrature 14.498 (hw/l)^2
lowest AS sd in table is at eps = 1.6 l
N=1e+06: PW best eps 0.1888 l (law 0.1870 l)
  rms error: PW 8.115e-03, AS at eps=1.6 l 1.996e-03 hw/l
N=1e+08: PW best eps 0.0971 l (law 0.0969 l)
  rms error: PW 1.163e-03, AS at eps=1.6 l 1.996e-04 hw/l
N=1e+12: PW best eps 0.0260 l (law 0.0260 l)
  rms error: PW 2.293e-05, AS at eps=1.6 l 1.996e-06 hw/l
```
